# Do independent roughness factors survive when interface roughness exceeds layer thickness?: a program that tests the result

```python
"""
Result under test: multiplying interface amplitudes by independent roughness
factors (product rule) describes an ADDITIVE error-function profile. It is right
for weak scattering or short lengths at any roughness/thickness ratio, but fails
for strong scattering, and the additive profile itself is wrong when imperfectly
correlated surfaces would cross.
Symbols: q momentum transfer (1/nm), k0=q/2, z depth (nm), d mean separation of
the surfaces, s1 and s2 their rms roughness, c their correlation, RHO1 and RHO2
scattering-length densities (1/nm^2) of film and substrate, R=|r|^2.
Wave convention exp(+ikz) going inward; absorption is a negative imaginary density.
"""
import numpy as np
from scipy import constants as const
from scipy.special import ndtr
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

RHO1, RHO2 = 9.0e-3, 2.0e-3
D, S1, S2 = 2.0, 2.5, 3.0
ENERGY_KEV = 8.05
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def gauss(x):
    return np.exp(-x**2 / 2) / np.sqrt(2 * np.pi)


def recursion(q, density, thickness, sigma=None):
    """Reflection amplitude of a stack, referred to its first interface."""
    k0sq = (np.asarray(q) / 2)**2
    thick = list(thickness) + [0.0]
    k_low = np.sqrt(k0sq - 4 * np.pi * density[-1] + 0j)
    total = 0.0
    for j in range(len(density) - 2, -1, -1):
        k_up = np.sqrt(k0sq - 4 * np.pi * density[j] + 0j)
        f = (k_up - k_low) / (k_up + k_low)
        if sigma is not None:
            f = f * np.exp(-2 * k_up * k_low * sigma[j]**2)
        below = total * np.exp(2j * k_low * thick[j])
        total = (f + below) / (1 + f * below)
        k_low = k_up
    return total


def film_fraction(z, d, s1, s2, c):
    """Probability that depth z lies in the film, Z1 < z < Z2."""
    half = (np.clip(z / s1, -8, 8) + 8) / 2
    x = -8 + half[:, None] * (1 + NODES)
    sd = s2 * np.sqrt(1 - c**2)
    stays = ndtr((d + c * s2 * x - z[:, None]) / sd)
    return half * ((gauss(x) * stays) @ WEIGHTS)


def profile(z, d, s1, s2, c=None, r1=RHO1, r2=RHO2):
    """c=None: additive profile; otherwise surfaces that cannot cross."""
    lower = ndtr((z - d) / s2)
    if c is None:
        return r1 * ndtr(z / s1) + (r2 - r1) * lower
    return r2 * lower + r1 * film_fraction(z, d, s1, s2, c)


def limits(d, s1, s2):
    return min(-7 * s1, d - 7 * s2), max(7 * s1, d + 7 * s2)


def sliced(q, d, s1, s2, c=None, r1=RHO1, r2=RHO2, n=1500):
    lo, hi = limits(d, s1, s2)
    dz = (hi - lo) / n
    mid = lo + dz * (np.arange(n) + 0.5)
    dens = np.concatenate(([0.0], profile(mid, d, s1, s2, c, r1, r2), [r2]))
    return recursion(q, dens, np.full(n, dz)) * np.exp(1j * q * lo)


def product(q, d, s1, s2, r1=RHO1, r2=RHO2):
    return recursion(q, [0.0, r1, r2], [d], [s1, s2])


def refl(r):
    return np.abs(r)**2


def worst(a, b):
    """Largest factor between two reflectivities over the window."""
    return np.exp(np.max(np.abs(np.log(refl(a) / refl(b)))))


def excess(d, s):
    return s * gauss(d / s) - d * ndtr(-d / s)


q_win = np.linspace(0.35, 1.2, 86)
q_tab = np.array([0.4, 0.5, 0.6, 0.8, 1.0, 1.2])

# Sliced recursion against direct integration of the wave equation
lo, hi = limits(D, S1, S2)
ode_error = 0.0
for q in (0.5, 1.0):
    k0 = q / 2
    k2 = np.sqrt(k0**2 - 4 * np.pi * RHO2)

    def wave(z, y, k0=k0):
        return [y[1], -(k0**2 - 4 * np.pi * profile(z, D, S1, S2)) * y[0]]

    sol = solve_ivp(wave, (hi, lo), np.array([1.0 + 0j, 1j * k2]),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, slope = sol.y[:, -1]
    r_ode = (1j * k0 * psi - slope) / (1j * k0 * psi + slope)
    ode_error = max(ode_error, abs(refl(sliced(q, D, S1, S2)) / refl(r_ode) - 1))
assert ode_error < 1e-3

# Weak scattering: closed form and product rule against slices, roughness > d
eps = 1e-5
w1, w2 = eps * RHO1, eps * RHO2
born = 4 * np.pi / q_win**2 * (
    w1 * np.exp(-(q_win * S1)**2 / 2)
    + (w2 - w1) * np.exp(1j * q_win * D - (q_win * S2)**2 / 2))
weak_add = sliced(q_win, D, S1, S2, r1=w1, r2=w2)
weak_true = sliced(q_win, D, S1, S2, c=0.0, r1=w1, r2=w2)
weak_prod = product(q_win, D, S1, S2, r1=w1, r2=w2)
assert worst(born, weak_add) < 1.002
assert worst(weak_prod, weak_add) < 1.002
assert worst(weak_prod, weak_true) > 1.05

# Short lengths: product error on the additive profile is of third order
q_t = 0.9
errs = [abs(product(q_t, f * D, f * S1, f * S2) - sliced(q_t, f * D, f * S1, f * S2))
        for f in (0.04, 0.02)]
order_ratio = errs[0] / errs[1]
assert 7 < order_ratio < 9

# Short lengths: the crossing error is of first order with a known coefficient
s_ind = np.hypot(S1, S2)
f = 0.002
k0 = q_t / 2
k2 = np.sqrt(k0**2 - 4 * np.pi * RHO2)
change = (sliced(q_t, f * D, f * S1, f * S2, c=0.0)
          - sliced(q_t, f * D, f * S1, f * S2))
predicted = -8j * np.pi * k0 * RHO1 * excess(f * D, f * s_ind) / (k0 + k2)**2
coefficient_ratio = abs(change / predicted)
assert abs(change / predicted - 1) < 0.03

# Geometry: sampled surfaces against the probability formulas
rng = np.random.default_rng(7)
g1, g2 = rng.standard_normal((2, 400000))
z_test = np.array([-2.0, 0.5, 3.0])
for c in (0.0, 0.9):
    top = S1 * g1
    bottom = D + S2 * (c * g1 + np.sqrt(1 - c**2) * g2)
    s_c = np.sqrt(S1**2 + S2**2 - 2 * c * S1 * S2)
    counted = np.array([np.mean((top < z) & (z < bottom)) for z in z_test])
    assert np.max(np.abs(counted - film_fraction(z_test, D, S1, S2, c))) < 4e-3
    assert abs(np.mean(np.maximum(top - bottom, 0)) - excess(D, s_c)) < 0.01
    z = np.linspace(lo, hi, 4001)
    extra = profile(z, D, S1, S2, c) - profile(z, D, S1, S2)
    area = np.sum(extra) * (z[1] - z[0]) / RHO1
    assert abs(area - excess(D, s_c)) < 1e-4
conformal = np.array([np.mean((S2 * g1 < z) & (z < S2 * g1 + D)) for z in z_test])
additive_fraction = ndtr(z_test / S2) - ndtr((z_test - D) / S2)
assert np.max(np.abs(conformal - additive_fraction)) < 4e-3

# A film of zero thickness must not matter; the product rule keeps it
q_ph = 0.5
R_ph_exact = refl(sliced(q_ph, 0.0, S2, S2))
R_ph_product = refl(product(q_ph, 0.0, S2, S2))
R_ph_single = refl(recursion(q_ph, [0.0, RHO2], [], [S2]))
assert (abs(np.log(R_ph_product / R_ph_exact))
        > 3 * abs(np.log(R_ph_single / R_ph_exact)))

# Negative density produced by unequal widths
z = np.linspace(-12, 12, 2401)
dens_neg = profile(z, D, 1.0, S2)
i_neg = np.argmin(dens_neg)
assert dens_neg[i_neg] < 0
assert np.min(profile(z, D, 1.0, S2, c=0.0)) >= 0

# Main comparison
d_equal = brentq(lambda x: x + excess(x, s_ind) - D, -5, 5)
r_prod = product(q_win, D, S1, S2)
r_add = sliced(q_win, D, S1, S2)
r_ind = sliced(q_win, D, S1, S2, c=0.0)
main_error = worst(r_prod, r_add)
slice_error = worst(r_add, sliced(q_win, D, S1, S2, n=3000)) - 1
assert main_error > 1.1 and main_error - 1 > 20 * slice_error
small = [0.1 * x for x in (D, S1, S2)]
small_error = worst(product(q_win, *small), sliced(q_win, *small))
assert small_error < 1.02

wavelength = const.h * const.c / (ENERGY_KEV * 1e3 * const.e) * 1e9
K = 2 * np.pi / wavelength
print(f"Film, substrate density: {RHO1:.4f}, {RHO2:.4f} nm^-2")
print(f"d, sigma1, sigma2: {D:.1f}, {S1:.1f}, {S2:.1f} nm")
print(f"Photon energy {ENERGY_KEV:.2f} keV, wavelength {wavelength:.4f} nm")
qc = [2 * np.sqrt(4 * np.pi * x) for x in (RHO1, RHO2)]
print(f"Critical q film, substrate: {qc[0]:.3f}, {qc[1]:.3f} nm^-1")
print(f"Slices vs wave equation, relative R error: {ode_error:.1e}")
print(f"Halving slice width, largest relative R change: {slice_error:.1e}")
print(f"Weak limit, product/additive worst factor: {worst(weak_prod, weak_add):.5f}")
print(f"Weak limit, product/non-crossing worst factor: {worst(weak_prod, weak_true):.3f}")
print(f"Product error ratio on halving lengths: {order_ratio:.3f}")
print(f"Crossing shift, computed/predicted: {coefficient_ratio:.4f}")
for c in (0.0, 0.9):
    s_c = np.sqrt(S1**2 + S2**2 - 2 * c * S1 * S2)
    print(f"c={c:.1f}: s={s_c:.3f} nm, crossed area {100*ndtr(-D/s_c):.1f} %, "
          f"X={excess(D, s_c):.3f} nm, mean film {D+excess(D, s_c):.3f} nm")
print(f"Separation giving {D:.1f} nm mean film at c=0: {d_equal:.3f} nm")
z_peak = np.linspace(lo, hi, 4001)
print(f"Peak density additive: {np.max(profile(z_peak, D, S1, S2)):.5f} nm^-2")
print(f"Peak density non-crossing c=0: {np.max(profile(z_peak, D, S1, S2, 0.0)):.5f} nm^-2")
print(f"Lowest additive density, sigma1=1.0 nm: {dens_neg[i_neg]:.2e} nm^-2 at z={z[i_neg]:.2f} nm")
print(f"No-film test q={q_ph:.1f} nm^-1: R sliced {R_ph_exact:.3e}, "
      f"product {R_ph_product:.3e}, single factor {R_ph_single:.3e}")

print("R columns: sharp, product, additive, c=0, c=0 equal film, c=0.9")
columns = [recursion(q_tab, [0.0, RHO1, RHO2], [D]), product(q_tab, D, S1, S2),
           sliced(q_tab, D, S1, S2), sliced(q_tab, D, S1, S2, c=0.0),
           sliced(q_tab, d_equal, S1, S2, c=0.0), sliced(q_tab, D, S1, S2, c=0.9)]
for i, q in enumerate(q_tab):
    angle = np.degrees(np.arcsin(q / (2 * K)))
    values = " ".join(f"{refl(col[i]):.3e}" for col in columns)
    print(f"q={q:.1f} nm^-1 ({angle:.3f} deg): {values}")

print(f"Worst factors for q={q_win[0]:.2f} to {q_win[-1]:.2f} nm^-1:")
for f in (0.1, 0.25, 0.5, 0.75, 1.0):
    a = sliced(q_win, D, f * S1, f * S2)
    p = product(q_win, D, f * S1, f * S2)
    t = sliced(q_win, D, f * S1, f * S2, c=0.0)
    print(f"sigma1={f*S1:.3f}, sigma2={f*S2:.3f} nm: product/additive {worst(p, a):.3f}, "
          f"additive/c=0 {worst(a, t):.3f}, product/c=0 {worst(p, t):.3f}")
print(f"All lengths x0.1: product/additive {small_error:.5f}, "
      f"product/c=0 {worst(product(q_win, *small), sliced(q_win, *small, c=0.0)):.3f}")
r_equal = sliced(q_win, d_equal, S1, S2, c=0.0)
print(f"Equal film amount: product/c=0 {worst(r_prod, r_equal):.3f}, "
      f"additive/c=0 {worst(r_add, r_equal):.3f}")
q_above = np.linspace(0.7, 1.2, 51)
for name, rho, sig, q_use in (("film", RHO1, S1, q_above), ("substrate", RHO2, S2, q_win)):
    one = recursion(q_use, [0.0, rho], [], [sig])
    exact = sliced(q_use, 0.0, sig, sig, r1=rho, r2=rho)
    print(f"Isolated {name} edge, q from {q_use[0]:.2f} nm^-1: worst factor {worst(one, exact):.3f}")

# Sizes of neglected effects for independent surfaces
ABS1, ABS2 = 0.7e-3, 0.05e-3
absorbing = sliced(q_tab, D, S1, S2, c=0.0, r1=RHO1 - 1j * ABS1, r2=RHO2 - 1j * ABS2)
abs_change = refl(absorbing) / refl(columns[3]) - 1
DIV_DEG = 0.005
dq = 2 * K * np.radians(DIV_DEG)
x, w = np.polynomial.hermite_e.hermegauss(7)
smeared = sum(wi * refl(sliced(q_tab + dq * xi, D, S1, S2, c=0.0))
              for xi, wi in zip(x, w)) / np.sum(w)
res_change = smeared / refl(columns[3]) - 1
x = np.linspace(-6, 6, 241)
w = gauss(x)
w = w / np.sum(w)
Z1, Z2 = S1 * x[:, None], D + S2 * x[None, :]
patch_ratio = []
for i, q in enumerate(q_tab):
    local = recursion(q, [0.0, RHO1, RHO2], [np.maximum(Z2 - Z1, 0)])
    mean_r = w @ (local * np.exp(1j * q * np.minimum(Z1, Z2))) @ w
    patch_ratio.append(refl(mean_r) / refl(columns[3][i]))
print(f"Absorption densities film, substrate: {ABS1:.5f}, {ABS2:.5f} nm^-2")
print("Absorption change of R (%), q as in table: " + " ".join(f"{100*v:.1f}" for v in abs_change))
print(f"Resolution {DIV_DEG:.3f} deg rms = {dq:.4f} nm^-1; change of R (%): "
      + " ".join(f"{100*v:.1f}" for v in res_change))
print("Long/short lateral correlation, R ratio: " + " ".join(f"{v:.3f}" for v in patch_ratio))
print(f"Lateral length 2K/k0^2 at q=0.6, 1.2 nm^-1: {2*K/0.3**2:.0f}, {2*K/0.6**2:.0f} nm")
print("all good")
```

Output:

```
Film, substrate density: 0.0090, 0.0020 nm^-2
d, sigma1, sigma2: 2.0, 2.5, 3.0 nm
Photon energy 8.05 keV, wavelength 0.1540 nm
Critical q film, substrate: 0.673, 0.317 nm^-1
Slices vs wave equation, relative R error: 5.0e-05
Halving slice width, largest relative R change: 5.2e-05
Weak limit, product/additive worst factor: 1.00009
Weak limit, product/non-crossing worst factor: 7.093
Product error ratio on halving lengths: 7.980
Crossing shift, computed/predicted: 1.0000
c=0.0: s=3.905 nm, crossed area 30.4 %, X=0.758 nm, mean film 2.758 nm
c=0.9: s=1.323 nm, crossed area 6.5 %, X=0.038 nm, mean film 2.038 nm
Separation giving 2.0 nm mean film at c=0: 0.816 nm
Peak density additive: 0.00361 nm^-2
Peak density non-crossing c=0: 0.00457 nm^-2
Lowest additive density, sigma1=1.0 nm: -4.41e-04 nm^-2 at z=-2.15 nm
No-film test q=0.5 nm^-1: R sliced 2.927e-03, product 4.919e-04, single factor 2.871e-03
R columns: sharp, product, additive, c=0, c=0 equal film, c=0.9
q=0.4 nm^-1 (0.281 deg): 3.385e-01 7.130e-01 3.089e-01 5.016e-01 3.361e-01 3.145e-01
q=0.5 nm^-1 (0.351 deg): 1.914e-01 3.320e-01 1.032e-01 2.150e-01 1.233e-01 1.049e-01
q=0.6 nm^-1 (0.421 deg): 1.236e-01 1.034e-01 3.203e-02 7.715e-02 4.270e-02 3.232e-02
q=0.8 nm^-1 (0.562 deg): 6.140e-02 5.952e-03 2.446e-03 7.350e-03 4.344e-03 2.425e-03
q=1.0 nm^-1 (0.702 deg): 3.432e-02 2.323e-04 1.372e-04 5.568e-04 3.648e-04 1.342e-04
q=1.2 nm^-1 (0.843 deg): 2.029e-02 6.092e-06 5.899e-06 3.676e-05 2.626e-05 5.724e-06
Worst factors for q=0.35 to 1.20 nm^-1:
sigma1=0.250, sigma2=0.300 nm: product/additive 1.001, additive/c=0 1.000, product/c=0 1.001
sigma1=0.625, sigma2=0.750 nm: product/additive 1.022, additive/c=0 1.011, product/c=0 1.014
sigma1=1.250, sigma2=1.500 nm: product/additive 1.182, additive/c=0 1.330, product/c=0 1.204
sigma1=1.875, sigma2=2.250 nm: product/additive 1.686, additive/c=0 2.504, product/c=0 2.085
sigma1=2.500, sigma2=3.000 nm: product/additive 3.311, additive/c=0 6.231, product/c=0 6.033
All lengths x0.1: product/additive 1.00455, product/c=0 1.428
Equal film amount: product/c=0 4.310, additive/c=0 4.451
Isolated film edge, q from 0.70 nm^-1: worst factor 2.108
Isolated substrate edge, q from 0.35 nm^-1: worst factor 1.448
Absorption densities film, substrate: 0.00070, 0.00005 nm^-2
Absorption change of R (%), q as in table: -16.7 -14.4 -11.2 -6.4 -3.6 -1.8
Resolution 0.005 deg rms = 0.0071 nm^-1; change of R (%): 0.1 0.2 0.3 0.4 0.4 0.5
Long/short lateral correlation, R ratio: 0.163 0.222 0.328 0.645 0.588 0.378
Lateral length 2K/k0^2 at q=0.6, 1.2 nm^-1: 907, 227 nm
all good
```
